# Subband crossing, hybridization gap and warping in an InAs/GaSb double layer

## Problem

A layer of InAs of width \(L_e=15\) nm fills \(-L_e<z<0\), and a layer of GaSb of width \(L_h=12\) nm fills \(0<z<L_h\). The outer surfaces are hard walls. The GaSb valence edge lies 150 meV above the InAs conduction edge, so the lowest electron subband and the highest heavy-hole subband can overlap in energy.

The following round parameters define a model with electrons and heavy holes only. Light holes are left out, so the numerical gaps illustrate the mechanism and are not predictions for a real double layer. An electron entering GaSb meets a step \(U_e=950\) meV, and a hole entering InAs meets a step \(U_h=550\) meV. The masses along \(z\) are \(0.03\,m_0\) (electron) and \(0.30\,m_0\) (hole); the in-plane masses are \(m_e=0.03\,m_0\) and \(m_h=0.15\,m_0\). The Kane parameter is \(P=900\) meV nm in both layers. Energies are in meV and lengths in nm, with \(\hbar^2/2m_0=38.10\) meV nm².

Let \(\mathbf k=k(\cos\varphi,\sin\varphi)\) be the in-plane wave vector, with \(\varphi=0\) along a cubic axis. Measured from the electron subband edge, the uncoupled subbands are

\[
E_e=ak^2,\qquad E_h=\Delta-bk^2-W\left(\frac{k}{k_c}\right)^4\cos4\varphi ,
\]

with \(a=\hbar^2/2m_e\), \(b=\hbar^2/2m_h\) and \(W\ge0\). Here \(k_c\) is the crossing momentum for \(W=0\). The last term is the warping. The model assumes fourfold in-plane symmetry, which the lower symmetry of a real InAs/GaSb interface breaks. Under this assumption the warping starts at fourth order, because a quadratic form with fourfold symmetry is isotropic. The expansion is used for \(k\le1.5\,k_c\).

(a) Find \(\Delta\), \(k_c\) and the coupling of the two subbands.
(b) Find the energy gap for \(W=0\).
(c) Is the neutral double layer an insulator for \(W=1\) meV, and for \(W=3\) meV?

## A tempting solution

Suppose the coupling has magnitude \(Ak\). The levels cross where \(ak^2=\Delta-bk^2\), hence \(k_c=\sqrt{\Delta/(a+b)}\). There the two diagonal energies are equal, and a two-level system with equal diagonal energies splits by twice its coupling. The gap is therefore \(2Ak_c\).

Warping changes \(E_h\) but not the coupling. At every \(\mathbf k\) the levels are separated by

\[
D(\mathbf k)=\sqrt{(E_e-E_h)^2+4A^2k^2},
\]

which never vanishes. The double layer is therefore an insulator for every \(W\), with a gap close to \(2Ak_c\).

## Where it fails

The crossing momentum and \(D(\mathbf k)\) are right. The fault is the step from "the two levels are separated at every \(\mathbf k\)" to "the system is an insulator". An insulator needs an energy window that no state at any \(\mathbf k\) enters. With \(E_\pm\) the upper and lower band, the relevant quantity is

\[
G_{\rm ind}=\min_{\mathbf k}E_+(\mathbf k)-\max_{\mathbf k}E_-(\mathbf k).
\]

If \(\mathbf k_0\) is the point of smallest \(D\), then \(\min E_+\le E_+(\mathbf k_0)\) and \(\max E_-\ge E_-(\mathbf k_0)\), so \(G_{\rm ind}\le D(\mathbf k_0)\). The smallest vertical gap is an upper bound on \(G_{\rm ind}\), which may even be negative.

The two differ already at \(W=0\). From \(E_\pm=\tfrac12(E_e+E_h)\pm\tfrac12D\), and \(dD/dk=4A^2k_c/D=2A\) at the crossing,

\[
\left.\frac{dE_\pm}{dk}\right|_{k_c}=(a-b)k_c\pm A .
\]

For unequal masses and weak coupling neither slope vanishes, so neither band has its extremum at \(k_c\).

## Subband edges and coupling

**Envelopes.** In its own layer each envelope is a sine, and in the other layer a decaying hyperbolic sine, both vanishing at the outer wall. With \(\theta_e=q_eL_e\) and \(\theta_h=q_hL_h\),

\[
f_e=\begin{cases}N_e\sin q_e(z+L_e), & z<0\\[2pt] N_e\sin\theta_e\,\dfrac{\sinh\kappa_e(L_h-z)}{\sinh\kappa_eL_h}, & z>0,\end{cases}
\]

and \(f_h\) is the mirror image: \(N_h\sin q_h(L_h-z)\) in GaSb and \(N_h\sin\theta_h\sinh\kappa_h(z+L_e)/\sinh\kappa_hL_e\) in InAs. The value at \(z=0\) is continuous by construction. Since each carrier has one \(z\)-mass throughout, the slope must be continuous too:

\[
q_e\cot\theta_e=-\kappa_e\coth\kappa_eL_h,\qquad q_h\cot\theta_h=-\kappa_h\coth\kappa_hL_e .
\]

For either carrier, with \(z\)-mass \(m_z\), the confinement energy is \(\varepsilon=\hbar^2q^2/2m_z\), and \(\kappa^2=2m_zU/\hbar^2-q^2\). The lowest roots have \(\pi/2<\theta<\pi\):

- electron: \(q_e=0.1943\), \(\kappa_e=0.8428\) nm⁻¹, \(\varepsilon_e=47.96\) meV;
- hole: \(q_h=0.2517\), \(\kappa_h=2.0658\) nm⁻¹, \(\varepsilon_h=8.05\) meV.

Confinement raises the electron edge and lowers the hole edge, so

\[
\Delta=150-8.05-47.96=93.99\ \text{meV}.
\]

**Coupling.** In the Kane model the conduction Bloch function \(S\) couples to \(X\) and \(Y\) with \(Pk_x\) and \(Pk_y\), up to a common phase that can be absorbed in the basis. The heavy hole \((X+iY)/\sqrt2\) then couples with \(P(k_x+ik_y)/\sqrt2=Pke^{i\varphi}/\sqrt2\). It has no \(Z\) component, so motion along \(z\) contributes nothing and the coupling vanishes at \(k=0\). Multiplying by the envelope overlap gives

\[
H_{eh}=Ak\,e^{i\varphi},\qquad A=\frac{P}{\sqrt2}\,S_{eh},\qquad S_{eh}=\int f_ef_h\,dz .
\]

The opposite spin block has the complex conjugate coupling and the same energies, so each level is doubly degenerate.

**Overlap.** In GaSb \(f_e''=\kappa_e^2f_e\) and \(f_h''=-q_h^2f_h\). Therefore

\[
(\kappa_e^2+q_h^2)\int_0^{L_h}f_ef_h\,dz=\int_0^{L_h}(f_e''f_h-f_ef_h'')\,dz=\bigl[f_e'f_h-f_ef_h'\bigr]_0^{L_h}.
\]

The upper limit gives zero at the wall, leaving \(w=f_ef_h'-f_e'f_h\) at \(z=0\). In InAs \(f_h''=\kappa_h^2f_h\) and \(f_e''=-q_e^2f_e\), and the same integration gives \((\kappa_h^2+q_e^2)\int_{-L_e}^0f_ef_h\,dz=w\). With \(f_e'(0)=N_eq_e\cos\theta_e\) and \(f_h'(0)=-N_hq_h\cos\theta_h\),

\[
S_{eh}=-N_eN_h\,(q_e\cos\theta_e\sin\theta_h+q_h\sin\theta_e\cos\theta_h)\left[\frac1{\kappa_e^2+q_h^2}+\frac1{\kappa_h^2+q_e^2}\right].
\]

Both cosines are negative, so \(S_{eh}>0\). Integrating \(f^2\) over both layers fixes the amplitudes. For a carrier with own layer \(L\) and other layer \(B\),

\[
\frac1{N^2}=\frac L2-\frac{\sin2\theta}{4q}+\frac{\sin^2\theta}{\sinh^2\kappa B}\left[\frac{\sinh2\kappa B}{4\kappa}-\frac B2\right],
\]

which gives \(N_e=0.3515\) and \(N_h=0.4003\) nm\(^{-1/2}\). The round bracket in \(S_{eh}\) is \(-0.0790\) nm⁻¹, and the square bracket is \(1.293+0.232=1.525\) nm². Hence

\[
S_{eh}\approx0.1407\times0.0790\times1.525\approx0.0170,\qquad A=\frac{900\times0.01696}{\sqrt2}=10.79\ \text{meV nm}.
\]

An independent diagonalization in sine functions of the whole double layer gives the same overlap. About 85% of it, the share \(1.293/1.525\), comes from the electron tail in GaSb. This small overlap brings the gap down to a few meV.

## Crossing and vertical gap

Write \(s=a+b\). With \(a=1270.0\) and \(b=254.0\) meV nm²,

\[
k_c=\sqrt{\frac{\Delta}{s}}=\sqrt{\frac{93.99}{1524.0}}=0.248\ \text{nm}^{-1}\quad(0.0131\ \text{bohr}^{-1}).
\]

The crossing energy is \(E_c=a\Delta/s=78.3\) meV above the electron edge.

For \(W=0\) let \(x=k^2\). Then \(D^2=(sx-\Delta)^2+4A^2x\) is smallest where \(2s(sx-\Delta)+4A^2=0\), or \(sx-\Delta=-2A^2/s\). Inserting this,

\[
D_{\min}^2=\frac{4A^4}{s^2}+\frac{4A^2\Delta}{s}-\frac{8A^4}{s^2},
\qquad
G\equiv D_{\min}=2Ak_c\sqrt{1-\frac{A^2}{\Delta s}} .
\]

The minimum lies slightly inside \(k_c\), because the coupling grows with \(k\). Numerically \(2Ak_c=5.360\) meV and \(G=5.358\) meV. The tempting solution thus has an accurate vertical gap.

## The gap without warping

An energy \(E\) is a level at some \(k\) if

\[
(ax-E)(\Delta-bx-E)=A^2x
\]

has a solution \(x\ge0\). Multiplying out and collecting powers of \(x\),

\[
ab\,x^2-\bigl[a(\Delta-E)+bE-A^2\bigr]x+E(\Delta-E)=0 .
\]

For \(0<E<\Delta\) the product of the roots is positive, so real roots have equal signs. They are real and positive when the square bracket is at least \(2\sqrt{abE(\Delta-E)}\), that is, when

\[
\left(\sqrt{a(\Delta-E)}-\sqrt{bE}\right)^2\ge A^2 .
\]

Set \(E=\Delta\sin^2\theta\) and define \(\theta_c\) by \(\sin^2\theta_c=a/s\), \(\cos^2\theta_c=b/s\). The difference of square roots becomes \(\sqrt{\Delta s}\,\sin(\theta_c-\theta)\). With \(\sin\delta=A/\sqrt{\Delta s}\), no level exists for \(|\theta-\theta_c|<\delta\), and the ends of this window are

\[
E_\pm^{\rm edge}=\Delta\sin^2(\theta_c\pm\delta).
\]

The window lies inside \(0<E<\Delta\) if \(\delta<\theta_c\) and \(\delta<\pi/2-\theta_c\), which means \(A^2<\Delta\min(a,b)\). Here \(A^2\approx116\) and \(\Delta b\approx23\,900\) in meV² nm², so the condition holds easily. At \(k=0\) the levels are \(0\) and \(\Delta\), one on each side of the window. Both bands are continuous and cannot enter it, so the lower band stays below and the upper band above. Each end is reached, at the double root \(x=\sqrt{E(\Delta-E)/ab}\). The ends are therefore the true band edges, and

\[
G_{\rm ind}=\Delta\sin2\theta_c\,\sin2\delta=\frac{2\sqrt{ab}}{a+b}\,G=\frac{2\sqrt{m_em_h}}{m_e+m_h}\,G ,
\]

because \(\Delta\sin2\delta=2\Delta\sin\delta\cos\delta=G\). This holds for the isotropic two-subband model without further approximation.

Equal masses give \(G_{\rm ind}=G\). Here the factor is 0.745 and

\[
G_{\rm ind}=0.7454\times5.358=3.99\ \text{meV}\quad(1.47\times10^{-4}\ \text{hartree}).
\]

The valence maximum is 76.28 meV at \(k=0.2544\) nm⁻¹, and the conduction minimum is 80.27 meV at \(k=0.2417\) nm⁻¹. Both bands rise through the crossing region along the light electron branch, which puts the conduction minimum inside \(k_c\) and the valence maximum outside.

## The gap with warping

**Directions of the extrema.** Let \(w_h\) be the hole weight of a state. By the Hellmann–Feynman theorem, at fixed \(k\),

\[
\frac{\partial E_\pm}{\partial\cos4\varphi}=-w_h\,W\left(\frac{k}{k_c}\right)^4\le0 .
\]

Both bands are lowest along \(\varphi=0\) and highest along \(\varphi=45^\circ\). The conduction minimum thus lies along \(\varphi=0\) and the valence maximum along \(45^\circ\), together with their symmetry partners.

**Hole weight at the edges.** At an extremum for \(W=0\) the slope vanishes. Applying the same theorem to \(k\) and dividing by \(2k\),

\[
(1-w_h)a-w_hb\pm\frac{A}{k}\sqrt{w_h(1-w_h)}=0
\;\Rightarrow\;
w_h=\frac as\pm\frac{A}{sk}\sqrt{w_h(1-w_h)} .
\]

The first term is 0.833 and the second about 0.011. Diagonalization gives 0.844 at the upper edge and 0.823 at the lower.

**Shift of the edges.** Because the slope in \(k\) vanishes at an edge, its first-order shift comes from the warping energy alone, not from the displacement of the extremum. To leading order in \(A\) we may set \(w_h=a/s\) and \(k=k_c\). The conduction minimum then moves by \(-(a/s)W\) and the valence maximum by \(+(a/s)W\):

\[
G_{\rm ind}(W)\simeq\frac{2\sqrt{ab}}{s}\,G-\frac{2a}{s}\,W .
\]

Corrections to the coefficient of \(W\) that are linear in \(A\) cancel, since replacing \(A\) by \(-A\) exchanges \(\theta_c+\delta\) and \(\theta_c-\delta\), and the two edge shifts enter as a sum. Setting the gap to zero gives the critical warping

\[
W^*\simeq\sqrt{\frac ba}\,G=\sqrt{\frac{m_e}{m_h}}\,G=\sqrt{0.2}\times5.358=2.40\ \text{meV}.
\]

In physical terms, warping moves the energy at which the subbands cross. At first order the crossing shifts in \(k^2\) by \(-(W/s)\cos4\varphi\), hence in energy by \(-(a/s)W\cos4\varphi\). The local gap survives in every direction but slides up and down in energy around the ring. Once it slides far enough, no common window remains. Equal masses would require \(W^*\simeq G\); a heavier hole lowers the threshold for a given \(G\).

**Answer to (c).** Diagonalization of the warped model gives:

| \(W\) (meV) | conduction minimum (meV) | valence maximum (meV) | \(G_{\rm ind}\) (meV) | smallest \(D\) (meV) |
|---|---|---|---|---|
| 1 | 79.53 | 77.21 | 2.32 | 5.33 |
| 3 | 78.10 | 79.26 | −1.16 | 5.28 |

For \(W=1\) meV the neutral layer is an insulator. For \(W=3\) meV the bands overlap by 1.16 meV although the levels at each \(\mathbf k\) remain more than 5 meV apart. The layer is then a semimetal, and the gap has closed indirectly.

The first-order formula predicts 2.33 and −1.01 meV. The slight decrease of the smallest \(D\) follows from the crossing along \(\varphi=0\), where \(k\) is reduced by the fraction \(W/2\Delta\), or 1.6% for \(W=3\) meV, and the coupling \(Ak\) with it.

At \(W=3\) meV the Fermi level lies between 78.10 and 79.26 meV. The first-order shift puts the conduction edge along \(45^\circ\) near 83 meV and the valence edge along \(\varphi=0\) near 74 meV, both well away from the Fermi level. The carriers therefore occupy separate pockets: four of electrons around the cubic axes and four of holes around the diagonals.

## How far the result can be trusted

The numerically determined critical warping is 2.34 meV, so the first-order formula is 2.2% too high relative to it. With \(A\) reduced to a quarter, formula and diagonalization give 0.5993 and 0.5985 meV, a difference of 0.13%. The drop by a factor of about sixteen is what a relative correction of order \(A^2\) would produce.

The quartic warping has its own limit. Along \(45^\circ\) the hole branch turns upward at \(k/k_c=\sqrt{bk_c^2/2W}\), which for \(bk_c^2=15.7\) meV and \(W=3\) meV is 1.62. This is outside the range used, and beyond it the expansion has no meaning.

The second heavy-hole subband starts at 69.9 meV, below the crossing energy, and couples with 17.8 meV nm. Including it at \(W=0\) changes the smallest vertical gap from 5.36 to 5.25 meV, or by 2%.

A larger uncertainty lies in keeping the coupling to leading order in \(k\). At \(k_c\) the local coupling \(Pk_c/\sqrt2\) is about 158 meV, while the InAs band gap implied by the parameters is \(550-150=400\) meV. The square of this ratio, about 0.16, estimates the relative size of the next correction to \(A\). Even with electrons and heavy holes alone, the gaps are therefore uncertain by about 1 meV; further digits serve to compare formula with diagonalization.

For the size of the gaps, the largest limitation is the omission of light holes. The electron level, 48 meV above the InAs conduction edge, lies 902 meV below the GaSb conduction edge but also 102 meV below the GaSb valence edge. At \(k=0\), and without the split-off band, the Kane model relates energy and wave number along \(z\) by \((E-E_c)(E-E_v)=\tfrac23P^2q^2\), where \(E_c\) and \(E_v\) are the band edges of the layer. In GaSb both factors on the left are negative, so \(q\approx0.41\) nm⁻¹ is real: the electron continues as a light-hole wave instead of decaying. Since most of \(S_{eh}\) comes from this region, light holes can change \(A\) severalfold, and the gaps and the critical warping with it. A quantitative calculation for a real layer must include them.

Spin splitting from missing inversion symmetry and the electric field of transferred charge are also left out. Spin splitting would lift the double degeneracy. The field is not small: with \(\Delta=94\) meV about \(k_c^2/2\pi\approx10^{12}\) cm⁻² electrons have moved from GaSb to InAs. A self-consistent Hartree solution of the same model with dielectric constant 15 lowers \(\Delta\) to about 45 meV and \(k_c\) to about 0.17 nm⁻¹, and raises \(A\) to about 18 meV nm by pulling both envelopes toward the interface. The two changes partly compensate in the gaps, which grow by less than 20% (\(G\approx6.3\), \(G_{\rm ind}\approx4.7\), \(W^*\approx2.8\) meV). The values of \(\Delta\) and \(k_c\) in part (a) are thus those of the unscreened model. The distinction between the two gaps does not depend on these details: a positive separation at each \(\mathbf k\) does not by itself make an insulator. The numerical output below gives the remaining intermediate values.

## Calculated quantities

```
InAs width: 15.0 nm
GaSb width: 12.0 nm
z masses e, h: 0.03 0.3 m0
in-plane masses e, h: 0.03 0.15 m0
GaSb valence edge above InAs conduction edge: 150 meV
barriers e, h: 950.0 550.0 meV
Kane parameter P: 900 meV nm
hbar^2/2m0: 38.100 meV nm^2
q_e, kappa_e: 0.1943 0.8428 1/nm
q_h, kappa_h: 0.2517 2.0658 1/nm
amplitudes N_e, N_h: 0.3515 0.4003 nm^-1/2
electron confinement energy: 47.961 meV
hole confinement energy: 8.046 meV
envelope overlap S, formula: 0.01696
envelope overlap S, sine basis: 0.01696
subband overlap Delta: 93.994 meV
a, b: 1269.99 254.00 meV nm^2
coupling A: 10.792 meV nm
crossing k_c: 0.24835 1/nm
crossing k_c: 0.01314 1/bohr
crossing energy above electron edge: 78.328 meV
hole kinetic energy at k_c: 15.666 meV
vertical gap at k_c, 2 A k_c: 5.3602 meV
smallest vertical gap G, formula: 5.3581 meV
smallest vertical gap G, diagonalization: 5.3581 meV
k of smallest vertical gap: 0.24814 1/nm
mass factor 2 sqrt(ab)/(a+b): 0.7454
indirect gap without warping, formula: 3.9937 meV
same, diagonalization: 3.9937 meV
same: 0.0001468 hartree
edges lower, upper: 76.280 80.274 meV
k of lower, upper edge: 0.25440 0.24173 1/nm
hole weight lower, upper edge: 0.8227 0.8440
a/(a+b): 0.8333
W = 1.0 meV: conduction min 79.528 meV at 0.24110 1/nm
  valence max 77.213 meV at 0.25659 1/nm
  indirect gap 2.315 meV, first order 2.327 meV
  smallest vertical gap 5.332 meV
W = 3.0 meV: conduction min 78.100 meV at 0.23969 1/nm
  valence max 79.264 meV at 0.26207 1/nm
  indirect gap -1.164 meV, first order -1.006 meV
  smallest vertical gap 5.280 meV
critical W, first-order formula: 2.3962 meV
critical W, diagonalization: 2.3437 meV
critical W for A/4, formula: 0.5993 meV
critical W for A/4, diagonalization: 0.5985 meV
second hole subband edge above electron edge: 69.876 meV
its coupling A_2: 17.826 meV nm
smallest vertical gap with three subbands: 5.2464 meV
```
